Does a low interface energy mean strong adhesion?

**The argument under review**

The manuscript must choose a joint to lie beneath a 100 nm tungsten-like film under high stress. Two joints are on offer. One connects two layered solids and has an interface energy of 0.036 J/m². The other connects two metals and has an interface energy of 1.011 J/m². The manuscript reasons as follows: "Interface energy is the price of having the interface. The layered joint costs 28 times less, so its two sides are far better satisfied with each other, and it will be the harder one to pull apart." It therefore recommends the layered joint.

I accept both interface energies, and the first sentence of the reasoning is correct. The inference that follows needs examination, because a price has a meaning only relative to a reference state. The reference state for the interface energy is not the state in which the joint ends up after it has been pulled apart.

**What the two quantities compare**

Let A and B be the two solids, and let S be the area of the joint. I take flat, clean faces, fixed composition, zero temperature and separation without plastic loss. The blocks are thick enough that their opposite faces do not influence each other.

The surface energy γ_A is the excess energy per area of a free face of A over the same amount of material deep inside the bulk. A free block of A with N_A layers, bulk energy e_A per layer and two equivalent faces has the energy

E_A = N_A e_A + 2S γ_A.

In the same way,

E_B = N_B e_B + 2S γ_B.

The interface energy γ_AB is also an excess over bulk material, now bulk A on one side and bulk B on the other. It can be found without any free surface: a periodic stack of A and B contains two interfaces per period, and its energy above bulk, divided by 2S, is γ_AB. The reference state is thus two unbroken solids.

When the blocks are joined, one face of each disappears and one interface appears. One outer face of A and one of B remain:

E_joined = N_A e_A + N_B e_B + S γ_A + S γ_B + S γ_AB.

The work of separation W is the energy per area needed to turn the joined block into the two free blocks:

W = (E_A + E_B − E_joined)/S.

On insertion, the bulk terms cancel. Of the two faces of A, one cancels against the outer face that was there all along, and the same happens for B. What remains is

W = γ_A + γ_B − γ_AB.

With this sign convention, W is positive for a joint that binds. The manuscript has kept the last term and dropped the first two. They are the energies of the faces that separation creates, and they differ from one pair of solids to the next.

It helps to divide by their sum:

W/(γ_A + γ_B) = 1 − γ_AB/(γ_A + γ_B).

For γ_AB ≥ 0, the sum γ_A + γ_B is a ceiling for W. An interface energy that is small compared with this sum says that W lies near its ceiling. It does not say how high the ceiling is.

**The two joints, with all terms present**

The layered solids have surface energies of 0.188 and 0.209 J/m², and the metals have 1.877 and 2.454 J/m². Hence

W(layered) = 0.188 + 0.209 − 0.036 = 0.361 J/m²,

W(metal) = 1.877 + 2.454 − 1.011 = 3.320 J/m².

The joint with the higher interface energy takes 9.2 times as much work to separate. The layered joint reaches 0.361/0.397 = 91 % of its ceiling, and the metal joint 3.320/4.331 = 77 %. In this relative sense the layered solids do match each other better, but they have little to offer each other.

These values come from a model described below, in which W can also be obtained without using any surface or interface energy. Let the joint be opened rigidly by a distance u, and let σ(u) be the tensile traction, that is, the force per area needed to hold it open:

σ(u) = (1/S) dE/du.

Integration from the closed joint to full separation gives

∫₀^∞ σ(u) du = [E(∞) − E(0)]/S = W.

The area under the computed traction curve is 0.361 J/m² for the layered joint and 3.320 J/m² for the metal joint, in agreement with the sums above. The surface energies there came from free slabs, and the interface energies from periodic stacks.

**Where the missing terms come from**

The model shows which bonds each quantity counts. Both solids are stacks of square atomic layers with the same lateral lattice. Atoms in different layers interact through Morse bonds of one common shape. The bond depth is D_A within A, D_B within B and D_AB across the joint. Bonds inside a layer are the same before and after separation, so they cancel from every excess energy, however strong they are. A solid can therefore be very stiff along its layers and still have weakly bound faces.

Let u_m(z) be the energy, for unit bond depth, of one atom with a whole layer that lies m steps away at distance z. Let h be the layer spacing and a the area per atom in a layer. Consider a plane between two layers. Number the layers on each side 1, 2, 3 and so on, counting away from the plane. Layer i on one side and layer j on the other are m = i + j − 1 steps apart. For a given m, i can run from 1 to m, so there are m such pairs. The bond energy per area across the plane is therefore

(D/a) Σ_m m u_m(mh),

which is negative for a bound solid. Define the positive quantity

g = −(1/2a) Σ_m m u_m(mh).

Cutting solid A costs 2D_A g per area and creates two faces, so

γ_A = D_A g, and likewise γ_B = D_B g.

Cutting the joint breaks only cross bonds:

W = 2D_AB g.

The interface energy follows from γ_AB = γ_A + γ_B − W:

γ_AB = (D_A + D_B − 2D_AB) g.

The last two lines expose the fault in the argument. W measures the cross bonds themselves. The interface energy measures how far the cross bonds fall short of the average like bond. A small shortfall from a small average is still a weak bond.

For the parameters used here, g = 7.218 J/m² per eV of bond depth. The layered pair has D_A = 0.026 eV, D_B = 0.029 eV and D_AB = 0.025 eV:

γ_AB = (0.055 − 0.050) × 7.218 = 0.036 J/m²,

W = 0.050 × 7.218 = 0.361 J/m².

The metal pair has 0.26, 0.34 and 0.23 eV:

γ_AB = (0.60 − 0.46) × 7.218 = 1.011 J/m²,

W = 0.46 × 7.218 = 3.320 J/m².

One point needs care: W should be counted from a joint at rest. The bulk spacing h minimizes Σ_m u_m(mh), so that

Σ_m m u_m′(mh) = 0.

The traction on the joint, opened by u with all other spacings held at h, is

σ(u) = (D_AB/a) Σ_m m u_m′(mh + u).

At u = 0 this is the same sum, so the traction vanishes there and the closed joint is a proper starting point. The formula also shows that σ(u) is D_AB times a function common to all pairs in the model. The peak traction accordingly occurs at the same opening, 0.053 nm, for both joints, and its values of 2.7 and 25 GPa stand in the same ratio as the works of separation.

**Two limits that settle the matter**

First, let B be the same solid as A, in perfect registry. The "interface" is then an ordinary plane of the crystal. Nothing is in excess over bulk, so γ_AB = 0 and

W = 2γ_A.

For the first layered solid this is 0.375 J/m². Its internal planes have zero interface energy, yet they part with about one ninth of the work that the metal joint requires. By the manuscript's reasoning, every perfect crystal would be harder to cleave than any joint with a positive interface energy.

Second, let the cross bonds of the layered pair vanish. Then W = 0, and the interface energy rises to

γ_AB = γ_A + γ_B = 0.397 J/m².

This joint does not hold at all, and its interface energy is still well below the 1.011 J/m² of the metal joint. Between different pairs of solids, then, a lower interface energy is compatible even with no adhesion.

**What is right in the argument**

If the two free surfaces are held fixed, the balance gives

ΔW = −Δγ_AB.

Every joule per area taken off the interface energy is then added to the work of separation. As an example, keep the two metals and raise only the depth of the cross bonds from 0.23 to 0.28 eV. The interface energy falls from 1.011 to 0.289 J/m², a drop of 0.722 J/m². W rises from 3.320 to 4.042 J/m², a gain of 0.722 J/m². The manuscript may rank joints by interface energy when they share the same two free surfaces. A change of crystal face, termination or adsorbed species alters γ_A or γ_B, and the ranking then needs all three terms.

The formula also permits γ_AB < 0, and W then exceeds γ_A + γ_B. In the bond model this happens when D_AB is larger than the mean of D_A and D_B. The energy then falls as more interface is made, so the flat joint is under a drive to mix or react. The assumption of fixed composition becomes doubtful, and the formula describes a joint that may not last.

**A stronger joint need not give an equally stronger stack**

A stack can also fail inside one of the solids. Let A be the solid with the lower surface energy. Cleaving it parallel to the joint costs 2γ_A, and the comparison with the joint is

W − 2γ_A = γ_B − γ_A − γ_AB.

Among planes away from any free outer face, the joint is the cheapest to open if γ_AB > γ_B − γ_A. For the layered pair, 0.036 exceeds 0.003 × 7.218 = 0.022 J/m², so the joint goes first, though narrowly: 0.361 against 0.375 J/m². For the metals, 1.011 exceeds 0.577 J/m², and the joint again goes first. With the improved cross bonds, 0.289 is less than 0.577 J/m². Metal A now cleaves at 3.754 J/m², before the joint at 4.042 J/m². Of the 0.722 J/m² gained at the joint, the stack as a whole gains only 3.754 − 3.320 ≈ 0.43 J/m². This compares ideal cleavage energies of interior planes; a ductile metal may deform instead of cleaving. If the outer face of A is free, the plane under its outermost layer is crossed by fewer bonds. In the model that single layer lifts off for 0.320 J/m² (layered) and 3.205 J/m² (metal), less than the corresponding joint in registry.

**Consequence for the stressed film**

The film carries equal stress s in both lateral directions and none along its normal. With Young modulus E and Poisson ratio ν, each lateral strain is

ε = (s − νs)/E = s/M, where M = E/(1 − ν).

The energy density is half of stress times strain, summed over the two directions:

½(sε + sε) = s²/M.

A film of thickness t thus stores s²t/M per area. If this stored energy alone drives the separation, it can pay for W only when

t > t* = WM/s².

For E = 400 GPa and ν = 0.28, M = 555.6 GPa. With s = 1.5 GPa the energy density is 4.05 MJ/m³, and a 100 nm film stores 0.405 J/m². That is more than the 0.361 J/m² of the layered joint and far less than the 3.320 J/m² of the metal joint. The threshold thicknesses are 89 nm and 820 nm. On the manuscript's own task, its recommended joint is the one that the film could afford to open, provided that its stress is released completely.

Exceeding t* is necessary for such peeling and not sufficient. The estimate assumes complete release of the film stress, a rigid support, no external load and no stored energy in the layers next to the joint. Partial release or plastic loss raises the thickness needed; a weaker joint lowers it. The margin for the layered joint is small enough for this to matter. A long straight peeling front, for example, removes the stress across it but leaves the strain along it unchanged, which frees (1 − ν²)s²t/(2E) per area. For the 100 nm film this is 0.259 J/m², too little for the ideal layered joint, and the thresholds rise to about 139 nm and 1280 nm.

**How far the neglected effects move the numbers**

The values above use equal, unrelaxed layer spacings. When all spacings are allowed to relax, W falls from 0.361 to 0.355 J/m² for the layered joint and from 3.320 to 3.256 J/m² for the metal joint, about 2 % in each case. The fall means that relaxation lowers the energy of the separated blocks more than that of the joined one.

Lateral registry matters much more. If the two lattices do not match, atoms at the joint sample all lateral positions. Averaging the cross interaction over all shifts, with rigid layers, widens the gap at the joint from 0.166 to 0.215 nm and removes 40 % of W. The layered joint drops to 0.215 J/m² and the metal joint to 1.981 J/m². Since the free surfaces have not changed, the loss reappears as interface energy, which rises to 0.182 and 2.350 J/m². The order of the two joints is unchanged in both quantities. The improved metal joint, however, falls to 2.412 J/m², below the 3.754 J/m² for cleaving metal A, and becomes the weakest plane again.

At an anneal temperature T, W becomes a difference of free energies. A classical oscillator with force constant K has the free energy ½k_BT ln K plus terms that do not contain K. Treating each atom as an independent oscillator along the normal, the change is

ΔW = (k_BT/2a) Σ ln(K_apart/K_joined),

where the sum runs over layers. Atoms at a free face are held from one side only and are softer, which makes ΔW negative. At 673 K the reduction is 0.086 J/m² for the layered joint and 0.077 J/m² for the metal joint. The two are similar because a common factor in all bond depths cancels from the ratio of force constants. Relative to W they are very different: 24 % and 2.3 %. This is an estimate. It uses the unrelaxed layer spacings; with relaxed spacings the reductions grow to about 0.13 and 0.12 J/m². It also assumes small vibrations, yet k_BT is 0.058 eV at 673 K, which exceeds the bond depths of the layered pair. The 24 % is therefore only a rough guide, and the softening of stretched bonds can make the reduction larger. The estimate omits lateral motion, which lowers W further by an amount that depends on the bonds inside the layers. At unrelaxed spacings it adds about 0.10 and 0.09 J/m² if those bonds are as deep as the like bonds between layers, and about 0.02 J/m² if they are ten times deeper. It also omits the coupling between moving atoms, which for motion along the normal raises the reductions at unrelaxed spacings by roughly a tenth. It also omits the resistance of a layer to bending, which would add about the same amount to K_apart and K_joined, bring their ratio closer to 1 and so make the effect smaller.

Even with registry lost and a vibrational reduction of about 0.1 J/m² subtracted, the metal joint keeps 1.8 to 1.9 J/m², depending on whether the layer spacings relax. This is roughly five times the ideal value of the layered joint, and a further reduction of order 0.1 J/m² from lateral motion would not change the order of the joints.

**Relation to real materials**

The surface energies have the order of magnitude found for van der Waals layered solids, tenths of a J/m², and for many metals, one to a few J/m². The model is not a calculation of any of these materials. Its layer spacing of 0.166 nm is far below that of real van der Waals solids, which is roughly 0.3 nm or more. The peak traction depends on the range of the bonds as well as on W, and that range was not fitted to any real solid, so the peak tractions should not be carried over. The film stress of 1.5 GPa is high, though within reach of sputtered refractory films. Crystals with different lattice constants can lose registry at a joint, and in this model its complete loss costs 40 % of W. Contamination and reaction can change all three energies and are not sized here. A measured debonding energy may also include plastic work, so it should not be equated with W.

**Requested revision**

The manuscript should report γ_A and γ_B for the faces that separation would expose, compute W for each joint, and compare it with 2γ_A and 2γ_B. The recommendation of the layered joint should be withdrawn, since the interface energies on which it rests do not support it and the works of separation favour the metal joint. The main computed values are given in the numerical output.

Computed results

```
lateral lattice constant = bond length: 0.256 nm
Morse decay constant: 20.0 1/nm
area per atom: 0.06554 nm^2
equilibrium layer spacing: 0.1660 nm
surface energy per unit bond depth g: 7.218 J/m^2 per eV
[layered] depths D_A, D_B, D_AB: 0.026, 0.029, 0.025 eV
  gamma_A, gamma_B: 0.188, 0.209 J/m^2
  gamma_AB: 0.036 J/m^2
  W from traction integral: 0.361 J/m^2
  sum gamma_A + gamma_B: 0.397 J/m^2
  cleavage 2 gamma_A, 2 gamma_B: 0.375, 0.419 J/m^2
  peak traction: 2.74 GPa at opening 0.0526 nm
  relaxed gamma_AB, W: 0.0360, 0.3547 J/m^2
  no registry: gamma_AB, W: 0.182, 0.215 J/m^2
  vibration lowers W at 673 K by: 0.086 J/m^2 = 23.9 %
[metal] depths D_A, D_B, D_AB: 0.260, 0.340, 0.230 eV
  gamma_A, gamma_B: 1.877, 2.454 J/m^2
  gamma_AB: 1.011 J/m^2
  W from traction integral: 3.320 J/m^2
  sum gamma_A + gamma_B: 4.331 J/m^2
  cleavage 2 gamma_A, 2 gamma_B: 3.754, 4.909 J/m^2
  peak traction: 25.17 GPa at opening 0.0526 nm
  relaxed gamma_AB, W: 1.0059, 3.2560 J/m^2
  no registry: gamma_AB, W: 2.350, 1.981 J/m^2
  vibration lowers W at 673 K by: 0.077 J/m^2 = 2.3 %
[metal, better cross bonds] depths D_A, D_B, D_AB: 0.260, 0.340, 0.280 eV
  gamma_A, gamma_B: 1.877, 2.454 J/m^2
  gamma_AB: 0.289 J/m^2
  W from traction integral: 4.042 J/m^2
  sum gamma_A + gamma_B: 4.331 J/m^2
  cleavage 2 gamma_A, 2 gamma_B: 3.754, 4.909 J/m^2
  peak traction: 30.64 GPa at opening 0.0526 nm
  relaxed gamma_AB, W: 0.2873, 3.9746 J/m^2
  no registry: gamma_AB, W: 1.919, 2.412 J/m^2
  vibration lowers W at 673 K by: 0.089 J/m^2 = 2.2 %
gamma_AB ratio metal/layered: 28.0
W ratio metal/layered: 9.2
gap without registry: 0.2151 nm
W lost without registry: 40.3 %
film Young modulus, Poisson ratio: 400 GPa, 0.28
film stress, biaxial modulus: 1.5, 555.6 GPa
stored energy density: 4.050 MJ/m^3
stored energy of a 100 nm film: 0.405 J/m^2
threshold thickness, layered: 89 nm
threshold thickness, metal: 820 nm
```
